# Stable Time Steps for Fourth-Order Runge-Kutta Propagation of Electrons

## Problem

A 25 keV proton entering a solid travels one angstrom in about 46 as, and it disturbs the electrons as it passes. One way to follow them is to integrate

$$i\,\frac{d\mathbf c}{dt}=H\mathbf c \qquad (1)$$

step by step. Here $\mathbf c$ holds the coefficients of a wavefunction in an orthonormal basis and $H$ is the Hamiltonian matrix. The algebra uses atomic units, in which $\hbar=1$, energies are in hartree, and the unit of time is 24.1888 as.

Let $H$ be Hermitian and constant in time, with eigenvalues from $0$ to $E_{\max}=50$ hartree (1360.6 eV), both ends included. The integrator is the classical fourth-order Runge-Kutta method with a fixed step $\Delta t$. A step is called stable if it amplifies no component of $\mathbf c$ along an eigenvector of $H$.

(a) Find the largest stable step in attoseconds. Is a step of 1.40 as allowed?

(b) What changes if the energy zero is moved to the middle of the spectrum? What if a density matrix is propagated instead of a wavefunction?

(c) Is a stable step also an accurate one? Find the step at which the state at $E_{\max}$ loses 1% of its squared norm in 251.3 as.

(d) Apply the results to a 25 keV proton crossing a cell about as large as the cubic cell of silicon.

## A tempting solution

The fastest component of the solution oscillates as $e^{-iE_{\max}t}$. A sampled oscillation can be followed as long as its phase advances by less than half a turn between samples, so we need

$$E_{\max}\Delta t<\pi,\qquad \Delta t<\frac{\pi}{50}=0.0628\ \text{a.u.}=1.52\ \text{as}.$$

Slower components are sampled even better. Since $H$ is Hermitian, the evolution conserves the norm, so nothing can grow. The answer would be 1.52 as, and a step of 1.40 as would be allowed.

## Where it fails

The sampling condition concerns reading a signal that already exists. It says when the values of $e^{-iEt}$ at separate times determine the frequency without ambiguity. An integrator has no such signal to read: it produces each value from the previous one by its own rule, and any error in size is carried into the next step.

The faulty inference is the one about the norm. Hermiticity of $H$ makes the exact propagator $e^{-iH\Delta t}$ unitary. The Runge-Kutta step replaces this exponential by a polynomial in $H\Delta t$, and that polynomial need not be unitary. Stability must therefore be decided from the factor by which the numerical step multiplies each component.

## Solution of (a)

**Reduction to one amplitude.** A Hermitian $H$ has orthonormal eigenvectors $\mathbf u_k$ with real eigenvalues $E_k$. Write $\mathbf c=\sum_k a_k\mathbf u_k$. Because the stages of the method use only products with $H$ and linear combinations, they do not mix different $a_k$. Orthonormality also gives $\|\mathbf c\|^2=\sum_k|a_k|^2$. It is enough to study one amplitude, which obeys

$$\frac{da}{dt}=-iEa .$$

**The four stages.** Let $z=E\Delta t$. The method evaluates the derivative at the start, twice at mid-step and once at the end:

$$k_1=-iE\,a,$$

$$k_2=-iE\left(a+\tfrac{\Delta t}{2}k_1\right)=-iE\left(1-\tfrac{iz}{2}\right)a,$$

$$k_3=-iE\left(a+\tfrac{\Delta t}{2}k_2\right)=-iE\left(1-\tfrac{iz}{2}-\tfrac{z^2}{4}\right)a,$$

$$k_4=-iE\left(a+\Delta t\,k_3\right)=-iE\left(1-iz-\tfrac{z^2}{2}+\tfrac{iz^3}{4}\right)a .$$

The signs follow from $(-iz)(-iz)=-z^2$ and $(-iz)(-z^2)=iz^3$. The weighted sum is

$$k_1+2k_2+2k_3+k_4=-iE\left(6-3iz-z^2+\tfrac{iz^3}{4}\right)a .$$

Multiplying by $\Delta t/6$ and adding $a$ gives $a_{\text{new}}=R\,a$ with

$$R(z)=1-iz-\frac{z^2}{2}+\frac{iz^3}{6}+\frac{z^4}{24}. \qquad (2)$$

This is the Taylor series of $e^{-iz}$ cut off after the fourth power.

**The squared modulus.** For real $z$ the real and imaginary parts are

$$\mathrm{Re}\,R=1-\frac{z^2}{2}+\frac{z^4}{24},\qquad \mathrm{Im}\,R=-z+\frac{z^3}{6}.$$

Their squares are

$$(\mathrm{Re}\,R)^2=1-z^2+\left(\frac14+\frac1{12}\right)z^4-\frac{z^6}{24}+\frac{z^8}{576},$$

$$(\mathrm{Im}\,R)^2=z^2-\frac{z^4}{3}+\frac{z^6}{36}.$$

In the sum the $z^2$ terms cancel, and so do the $z^4$ terms, because $\frac14+\frac1{12}=\frac13$. The $z^6$ terms combine to $-\frac1{24}+\frac1{36}=-\frac1{72}$. Hence

$$|R|^2=1-\frac{z^6}{72}+\frac{z^8}{576}=1+\frac{z^6(z^2-8)}{576}. \qquad (3)$$

**The limit.** The factor $z^6$ is never negative, so $|R|\le1$ holds if and only if $z^2\le8$. The stable values of $z$ form one unbroken interval, $|z|\le2\sqrt2$, so the eigenvalue of largest magnitude decides for the whole spectrum:

$$\boxed{\;\Delta t\le\frac{2\sqrt2}{E_{\max}}\;} \qquad (4)$$

With $E_{\max}=50$,

$$\Delta t\le\frac{2.82843}{50}=0.05657\ \text{a.u.},\qquad 0.05657\times24.1888\ \text{as}=1.368\ \text{as}.$$

To two figures the limit is 1.4 as, but the rounded value lies on the wrong side of it. At 1.40 as the top state has $z=2.894$, and (3) gives $|R|^2=1.382$: its squared norm grows by 38% per step. A step of 1.40 as is not allowed. At the tempting limit $z=\pi$, equation (3) gives $|R|^2=4.12$, so the squared norm quadruples at every step.

At equality in (4) the top amplitude keeps its modulus, so the step is still stable in the sense of the problem, with no margin for rounding errors or for a slightly higher eigenvalue.

As a test of (4), the four stages were applied to a random 30-by-30 Hermitian matrix with eigenvalues evenly spaced from 0 to 50 hartree. The step at which the largest eigenvalue modulus of the resulting step matrix first exceeds one was found by bisection. It is 1.3683 as, in agreement with the formula.

## Solution of (b)

**Moving the energy zero.** Replacing $H$ by $H-E_0$ multiplies the exact wavefunction by $e^{iE_0t}$, a common phase without physical effect. The numerical step does notice the change, because $|R|$ depends on $E-E_0$. With $E_0=E_{\max}/2$ the eigenvalues run from $-25$ to $25$ hartree. Equation (3) is even in $z$, so negative eigenvalues obey the same condition, and

$$\Delta t\le\frac{2\sqrt2}{E_{\max}/2}=\frac{4\sqrt2}{E_{\max}},$$

which is 2.74 as. The limit in (a) thus belongs to the stated energy zero. The longer step is not always usable: centring moves the lowest states away from zero energy, and (c) and (d) show that they can then be damped.

**Density matrix.** Suppose the same integrator is applied to $i\,d\rho/dt=H\rho-\rho H$. In the eigenbasis of $H$,

$$i\,\frac{d\rho_{jk}}{dt}=(E_j-E_k)\,\rho_{jk}.$$

Each element behaves like an amplitude with energy $E_j-E_k$. These differences reach from $-E_{\max}$ to $E_{\max}$, and a shift of the energy zero cancels in them. The limit stays at 1.37 as whether or not the spectrum is centred. Bisection for a six-level Hamiltonian with a centred spectrum of the same width gives 1.3683 as.

## Solution of (c)

**Damping inside the stable range.** For $0<|z|<2\sqrt2$ equation (3) gives $|R|<1$, so the component shrinks although the exact evolution conserves it. To find the strongest damping, put $x=z^2$:

$$|R|^2=1-\frac{x^3}{72}+\frac{x^4}{576},\qquad \frac{d|R|^2}{dx}=-\frac{x^2}{24}+\frac{x^3}{144}=\frac{x^2(x-6)}{144}.$$

The derivative changes from negative to positive at $x=6$, which is therefore the minimum. There

$$|R|^2=1-\frac{216}{72}+\frac{1296}{576}=1-3+2.25=0.25 .$$

At $z=\sqrt6=2.449$, well inside the stable range, one step removes three quarters of the component's squared norm. Stability prevents explosion; it does not ensure that the component survives.

**The step for a given loss.** For small $z$ the leading loss per step is $z^6/72$. A run of duration $T$ has $T/\Delta t$ steps, so while the total loss is small it is

$$L\approx\frac{T}{\Delta t}\,\frac{(E\Delta t)^6}{72}=\frac{T E^6\Delta t^5}{72},\qquad \Delta t\approx\left(\frac{72L}{TE^6}\right)^{1/5}. \qquad (5)$$

Now $T=251.3/24.1888=10.39$ a.u., $E=50$, $E^6=1.5625\times10^{10}$ and $L=0.01$:

$$\Delta t\approx\left(\frac{0.72}{10.39\times1.5625\times10^{10}}\right)^{1/5}=0.00536\ \text{a.u.}=0.130\ \text{as}.$$

This is less than a tenth of the stability limit. Carrying out the 1937 steps one by one gives a loss of 0.986%. The small difference from 1% is accounted for by two terms that (5) drops. Repeated multiplication gives $1-e^{-0.01}=0.995\%$. The $z^8$ term in (3) reduces the loss per step by the fraction $z^2/8$, which is 0.9% at $z=0.268$.

**Phase error.** The first term of $e^{-iz}$ missing from $R$ is $(-iz)^5/120=-iz^5/120$. Therefore

$$R\,e^{iz}=1+\frac{iz^5}{120}+O(z^6),$$

and the phase error per step is $z^5/120$ to leading order. For the top state at 0.130 as it adds up to about 0.02 rad over the run.

**Which states matter.** The high powers of $E$ make the error very uneven. At a step of 1.30 as, a state at 1 hartree (27.2 eV) has $z=0.0537$. In 194 steps its loss is about $194\,z^6/72=6\times10^{-8}$ and its phase error about $194\,z^5/120=7\times10^{-7}$ rad. The top state has $z=2.69$ at the same step and keeps about half its squared norm per step, so it is soon erased. A step just below the limit can serve if the physics lies near the energy zero and the highest states are merely a by-product of the basis. It cannot serve if those states are to be described.

## Solution of (d)

**The model.** One electron moves on a periodic cubic grid with spacing $h$. Its kinetic energy uses the second-order difference formula, which acts on a plane wave along one axis as

$$-\frac{e^{ik(x+h)}-2e^{ikx}+e^{ik(x-h)}}{2h^2}=\frac{1-\cos kh}{h^2}\,e^{ikx}.$$

The largest value, $2/h^2$, occurs at $kh=\pi$, where the wave changes sign from point to point. Three directions add, so $E_{\max}=6/h^2$. Setting this to 50 hartree gives $h=\sqrt{6/50}=0.346$ bohr $=0.1833$ angstrom. With 30 points per edge the cell measures 5.50 angstrom.

Inserting $E_{\max}=6/h^2$ in (4) gives $\Delta t\le\sqrt2\,h^2/3$. Halving the spacing cuts the allowed step to a quarter.

The proton moves in a straight line at constant speed, $\sqrt{2K/M}=0.02188$ angstrom/as for kinetic energy $K=25$ keV and proton mass $M$, and crosses the cell in $5.499/0.02188=251.3$ as. It attracts the electron through $-1/\sqrt{r^2+s^2}$, where $r$ is the distance to the nearest periodic image and $s=0.50$ angstrom. The electron starts in a uniform state with a random admixture of weight $10^{-6}$, which seeds all grid states.

**Three runs.** Cell, proton and starting state are the same in each.

- At 1.30 as the crossing takes 194 steps. The squared norm stays within $8.2\times10^{-7}$ of one.
- At 1.40 as it takes 180 steps. The final squared norm is $5.6\times10^{10}$, and the mean kinetic energy is 1360.2 eV, almost at the top of the grid spectrum.
- At 1.40 as with the energy zero at mid-spectrum, nothing explodes, but the final squared norm is $8.2\times10^{-7}$.

The loss in the first run is comparable to the weight of the random admixture. This suggests that it is mainly the damping of high-energy noise, though the run does not separate the two parts.

The size of the explosion can be estimated. With the ion at rest, the highest eigenvalue is 1355.24 eV, or 49.80 hartree. At 1.40 as this gives $z=2.883$ and $|R|^2=1.308$, hence a growth of $1.308^{180}\approx10^{21}$. The admixture is spread over $30^3=27\,000$ states, about $4\times10^{-11}$ each. The product, a few times $10^{10}$, has the order of the observed value. Closer agreement is not to be expected, since the seed of the top state is random and the estimate ignores the motion of the ion, which changes that state during the run.

In the third run the uniform state lies near $-25$ hartree. There $z=-1.447$ and $|R|^2=0.906$; after 180 steps about $2\times10^{-8}$ would remain if the ion's potential is ignored. Centring the spectrum has exchanged an explosion of unwanted states for the loss of the wanted one. What is left exceeds this estimate and is probably noise from the middle of the spectrum, where damping is weak.

**What the constant-$H$ limit leaves out.** The moving ion makes $H$ depend on time, so the proof in (a) does not strictly cover these runs. They show that the limit remains a good guide in this case, not that it holds for every driven system.

A potential also moves the edges of the spectrum. The highest eigenvalue is the largest expectation value of $H$ over normalized states, so a potential with maximum $V_{\max}$ can raise it by at most $V_{\max}$. The attractive ion lowers the top and lengthens the limit slightly, to 1.374 as. Reversing its sign, to see the effect of a repulsive potential of the same size, raises the top to 1368.60 eV and shortens the limit to 1.360 as, a change of 0.6%.

**Comparison with implantation in silicon.** The cell edge is close to silicon's lattice constant of roughly 5.4 angstrom. A single electron is far from the real case: the cubic cell holds eight atoms with 32 valence electrons, which also act on one another. The model also leaves out silicon's core electrons, which affect the limit far more than the ion's potential does. An example is the molecule SiH$_4$, treated by all-electron Hartree-Fock theory in the 6-31G* basis (five spherical d functions) with Si–H distances of 1.48 angstrom. In this non-orthogonal basis, with overlap matrix $S$ and Fock matrix $F$, equation (1) is replaced by $iS\,d\mathbf c/dt=F\mathbf c$, so the relevant eigenvalues are those of $S^{-1}F$. The lowest is $-1871.0$ eV and the highest 39.1 eV, so the core level decides. The lowest level moves by up to 0.6 eV in the other bases named below. The highest is a property of the basis rather than of the molecule: it is 88 eV with six Cartesian d functions, 164 eV in cc-pVTZ and about 3900 eV in 6-311G*. With $F$ held fixed the limit falls to 0.995 as, 27% below that of the model. This calculation omits correlation, relativity and the response of $F$ to the changing electrons, and its small basis lacks many high-energy states. The 27% holds only while the core level is the eigenvalue of largest magnitude. The bases cc-pVDZ, cc-pVTZ and def2-TZVP also give 0.995 as, but in 6-311G* the highest level decides and the limit is 0.48 as, and with the 6-31G* functions uncontracted it is 0.002 as. A basis or grid that resolves the core can have a far shorter limit: on a grid of the kind used above, a spacing equal to the size of silicon's 1s orbital, about $1/14$ bohr, would give a largest kinetic energy of $6\times14^2=1176$ hartree and, if the potential is ignored, a limit of 0.058 as. If the energy zero is not shifted, the 1.37 as limit therefore requires that silicon's deepest core level has been removed, for example by a pseudopotential, and that no remaining eigenvalue exceeds 50 hartree in magnitude.

The main computed values are listed in the numerical output below.

## Computed results

```
Top eigenvalue: 50 hartree = 1360.6 eV
Atomic unit of time: 24.1888 as
Stability boundary z: 2.82843 (no unit)
Limit, formula: 0.05657 a.u. = 1.3683 as
Limit, random matrix: 1.3683 as
Limit, centred spectrum: 2.7367 as
Limit, centred density matrix: 1.3683 as
z of strongest damping: 2.4495 (no unit)
Norm squared kept there per step: 0.2500
z of top state at 1.40 as: 2.8939
Its norm-squared factor per step: 1.3820
Grid spacing: 0.1833 angstrom
Grid points per edge: 30
Cell edge: 5.499 angstrom
Proton energy: 25000 eV
Proton speed: 0.02188 angstrom/as
Crossing time: 251.3 as
Softening length: 0.50 angstrom
Initial noise weight: 1.0e-06 (no unit)
Deepest ion potential on grid: -28.80 eV
Lowest eigenvalue with ion: -8.03 eV
Highest eigenvalue with ion: 1355.24 eV
Limit with ion at rest: 1.3737 as
Highest, repulsive case: 1368.60 eV
Limit, repulsive case: 1.3603 as
Steps at 1.30 as: 194
Final norm squared at 1.30 as: 0.99999918
Largest |norm squared - 1|: 8.24e-07
Final mean kinetic energy: 2.787 eV
Steps at 1.40 as: 180
Final norm squared at 1.40 as: 5.55e+10
Final mean kinetic energy: 1360.2 eV
Centred run, 1.40 as, final norm squared: 8.21e-07
Step for 1% loss of top state: 0.1297 as
Steps for that crossing: 1937
Loss found by explicit steps: 0.986 %
SiH4 bond length used: 1.48 angstrom
SiH4 lowest level, RHF/6-31G*: -1871.0 eV
SiH4 highest level, same: 39.1 eV
SiH4 fixed-Fock limit: 0.9951 as
```
